# Sideways velocity of a Bloch electron in a weak electric field, part 1

(Sections cited here and not found follow in the second part.)

## First half: an electron at a zone corner

A transport calculation on a grid of wave vectors begins by diagonalizing a Hamiltonian at each point. A decision follows: keep the band energies and discard the eigenvectors, or keep both. The energies give the familiar velocity $\nabla_{\mathbf k}\varepsilon/\hbar$. If that were the full velocity in a weak electric field, the eigenvectors could go. The case worked out first is a point where the energy slope vanishes and the electron nevertheless moves, at right angles to the field.

### Entry 1. Making the problem periodic again

The electron has charge $-e$ with $e>0$, mass $m$, and moves in a periodic potential $V(\mathbf r)$. There is no magnetic field and no scattering, and electrons are treated as independent. A uniform field $\mathbf E$ exerts the force $-e\mathbf E$, so the potential energy is $U=e\mathbf E\cdot\mathbf r$, since $-\nabla U=-e\mathbf E$. This term grows without limit across the crystal and spoils the periodicity on which Bloch states rest.

A change of phase removes it. Write the full wave function as

$$\Psi(\mathbf r,t)=e^{-ie\mathbf E\cdot\mathbf r\,t/\hbar}\,\psi(\mathbf r,t).$$

The time derivative also acts on the phase factor:

$$i\hbar\,\partial_t\Psi=e^{-ie\mathbf E\cdot\mathbf r\,t/\hbar}\left(i\hbar\,\partial_t+e\mathbf E\cdot\mathbf r\right)\psi .$$

The momentum $\mathbf p=-i\hbar\nabla$ does so too:

$$\mathbf p\,\Psi=e^{-ie\mathbf E\cdot\mathbf r\,t/\hbar}\left(\mathbf p-e\mathbf Et\right)\psi .$$

In the Schrödinger equation for $\Psi$ the term $e\mathbf E\cdot\mathbf r$ now stands on both sides and cancels. What remains is

$$i\hbar\,\partial_t\psi=\left[\frac{(\mathbf p-e\mathbf Et)^2}{2m}+V(\mathbf r)\right]\psi .$$

This Hamiltonian depends on time but has the period of the lattice. If $\psi$ starts as $e^{i\mathbf k_0\cdot\mathbf r}u(\mathbf r)$ with $u$ periodic, it keeps that form with the same $\mathbf k_0$. Moving the plane-wave factor through $\mathbf p$ adds $\hbar\mathbf k_0$, so

$$i\hbar\,\partial_t|u\rangle=H(\mathbf k(t))|u\rangle,\qquad H(\mathbf k)=\frac{(\mathbf p+\hbar\mathbf k)^2}{2m}+V,\qquad \mathbf k(t)=\mathbf k_0-\frac{e\mathbf Et}{\hbar}.$$

If the field varies in time, $\mathbf Et$ is replaced by the time integral of $\mathbf E$. In every case

$$\hbar\dot{\mathbf k}=-e\mathbf E(t).$$

The velocity operator is $\mathbf p/m$ acting on $\Psi$. Acting on $u$ it becomes $(\mathbf p+\hbar\mathbf k)/m$, by the same two shifts. Differentiating $H(\mathbf k)$ gives $\hbar(\mathbf p+\hbar\mathbf k)/m$, hence

$$\hat{\mathbf v}=\frac1\hbar\frac{\partial H}{\partial\mathbf k}.$$

*Limit: no lattice.* With $V=0$ and $u$ constant, $\mathbf v=\hbar\mathbf k/m$ and $m\dot{\mathbf v}=-e\mathbf E$. This is Newton's law, with no sideways motion for an electron starting at rest. Any sideways velocity must come from the lattice.

### Entry 2. Three plane waves

Take a two-dimensional triangular lattice with lattice constant $a$. The corner of its Brillouin zone lies at distance $K=4\pi/(3a)$ from the centre. Three plane waves with the wave vectors

$$\mathbf q_\nu=K(\cos\theta_\nu,\sin\theta_\nu),\qquad \theta_\nu=\frac{2\pi\nu}{3},\qquad \nu=0,1,2,$$

have equal kinetic energy there. They differ by the reciprocal vectors $\mathbf G_\nu=\mathbf q_{\nu+1}-\mathbf q_\nu$, where indices are counted modulo 3. The potential is

$$V(\mathbf r)=2V_0\sum_{\nu}\cos(\mathbf G_\nu\cdot\mathbf r+\phi).$$

Each cosine contains $V_0e^{i\phi}e^{i\mathbf G_\nu\cdot\mathbf r}$, which carries wave $\nu$ into wave $\nu+1$, and the conjugate term, which carries it back. I take round values: $a=0.50$ nm, $V_0=0.20$ eV and $\phi=90^\circ$. Then $K=8.3776\ \mathrm{nm^{-1}}$ and the common kinetic energy is 2.674 eV. The next plane waves have length $2K$, hence four times this energy. They lie $3\times2.674\approx8.0$ eV higher, far compared with $V_0$, and are left out for now.

The matrix is unchanged when $\nu$ is advanced by one, so its eigenvectors have components of equal size whose phases advance uniformly. With $w=e^{2\pi i/3}$,

$$|j\rangle=\frac1{\sqrt3}\,(1,\;w^{j},\;w^{2j}),\qquad j=0,1,2.$$

Applying the potential to $|j\rangle$, component $\nu$ receives contributions from $\nu-1$ and $\nu+1$:

$$\frac{V_0}{\sqrt3}\left[e^{i\phi}w^{j(\nu-1)}+e^{-i\phi}w^{j(\nu+1)}\right]=2V_0\cos\!\left(\phi-\frac{2\pi j}{3}\right)\frac{w^{j\nu}}{\sqrt3}.$$

The levels, measured from the common kinetic energy, are therefore $2V_0\cos(\phi-2\pi j/3)$. For $\phi=90^\circ$ they are $0$, $+\sqrt3V_0$ and $-\sqrt3V_0$ for $j=0,1,2$, or 0, 0.3464 and $-0.3464$ eV. The lowest state has $j=2$. Its neighbour $j+1$, which is $0$ modulo 3, is the middle level, and its neighbour $j-1=1$ is the top level. The gaps are

$$\Delta_{+}=\sqrt3V_0=0.3464\ \text{eV},\qquad \Delta_{-}=2\sqrt3V_0=0.6928\ \text{eV}.$$

The subscripts mean $j+1$ and $j-1$.

### Entry 3. Velocity matrix elements

Let $g=\hbar^2K/m$, which is 0.6384 eV nm. At the corner, $\partial H/\partial k_x$ is diagonal in the plane waves with entries $g\cos\theta_\nu$, and $\partial H/\partial k_y$ has entries $g\sin\theta_\nu$. Since $e^{i\theta_\nu}=w^\nu$,

$$\langle l|e^{i\theta}|j\rangle=\frac13\sum_\nu w^{(j-l+1)\nu}.$$

The sum equals 3 if $l=j+1$ modulo 3 and vanishes otherwise, so $e^{i\theta}$ raises $j$ by one. Its conjugate lowers $j$ by one. Using $\cos\theta=(e^{i\theta}+e^{-i\theta})/2$ and $\sin\theta=(e^{i\theta}-e^{-i\theta})/(2i)$,

$$\langle j\pm1|\cos\theta|j\rangle=\frac12,\qquad \langle j\pm1|\sin\theta|j\rangle=\mp\frac i2,\qquad \langle j|\sin\theta|j\pm1\rangle=\pm\frac i2 .$$

All diagonal elements vanish. Without a field the electron at the corner has no mean velocity. The elements along $x$ are real and those along $y$ are imaginary, and the sideways motion depends on this difference.

### Entry 4. Switching on the field

Apply $E(t)>0$ along $x$, rising slowly from zero. Let $\delta(t)$ be the displacement of $k_x$ from the corner, so $\hbar\dot\delta=-eE$. Expanding the kinetic energies,

$$\frac{\hbar^2|\mathbf q_\nu+\delta\,\hat{\mathbf x}|^2}{2m}=\frac{\hbar^2K^2}{2m}+g\,\delta\cos\theta_\nu+\frac{\hbar^2\delta^2}{2m}.$$

The last term is the same for all three waves and affects only a common phase. Write the state, apart from a common phase, as $|j\rangle+\sum_l a_l|l\rangle$. To first order in $\delta$ the Schrödinger equation for each upper level is

$$i\hbar\,\dot a_l=\Delta_l a_l+\frac g2\,\delta(t).$$

If $\delta$ were constant, the stationary solution would be $a_l=-g\delta/(2\Delta_l)$. Separate this part, $a_l=-g\delta/(2\Delta_l)+b_l$, and insert it. The terms without a time derivative cancel, and $\hbar\dot\delta=-eE$ turns the derivative of the first part into a source:

$$i\hbar\,\dot b_l=\Delta_l b_l+\frac{i\hbar g\dot\delta}{2\Delta_l}=\Delta_l b_l-\frac{i\,eEg}{2\Delta_l}.$$

With $\omega_l=\Delta_l/\hbar$ and $b_l(0)=0$ the solution is

$$b_l(t)=-\frac{eg}{2\hbar\Delta_l}\int_0^tE(t')\,e^{-i\omega_l(t-t')}\,dt'.$$

Integrate by parts, integrating the exponential:

$$b_l(t)=\frac{ieg}{2\Delta_l^2}\left[E(t)-E(0)e^{-i\omega_lt}-\int_0^t\dot E(t')\,e^{-i\omega_l(t-t')}dt'\right].$$

For a smooth start $E(0)=0$. The last integral picks out the part of $\dot E$ that oscillates at the frequency $\omega_l$. It is small if $E$ rises smoothly over many periods $2\pi/\omega_l$ and carries no oscillation near $\omega_l$, because the oscillating factor then averages it out. A ripple at $\omega_l$, even a weak one, stays in step with that factor, and its contribution grows in proportion to the time. Then

$$b_l=\frac{i\,eEg}{2\Delta_l^2}.$$

The two parts of $a_l$ have different meanings. The real part, proportional to $\delta$, is the change of the stationary state with wave vector. The imaginary part $b_l$ is proportional to how fast the wave vector moves. It is a lag of the state behind its moving Hamiltonian.

### Entry 5. The sideways velocity

To first order the mean of an operator is its value in $|j\rangle$ plus twice the real part of the cross terms:

$$v_y=\frac{2}{\hbar}\,\mathrm{Re}\sum_{l}g\,\langle j|\sin\theta|l\rangle\,a_l .$$

The elements are imaginary, so the real part of $a_l$ contributes nothing. The lag contributes

$$\frac2\hbar\left(\pm\frac{ig}{2}\right)\frac{i\,eEg}{2\Delta_\pm^2}=\mp\frac{eE}{\hbar}\,\frac{g^2}{2\Delta_\pm^2}.$$

Adding both levels,

$$v_y=-\frac{eE}{\hbar}\,S,\qquad S=\frac{g^2}{2}\left(\frac1{\Delta_+^2}-\frac1{\Delta_-^2}\right).$$

The quantity $S$ is an area. With the gaps of Entry 2 it becomes $g^2/(8V_0^2)$.

Now the numbers for $E=10^6$ V/m. The two terms of $S$ are $0.6384^2/(2\times0.3464^2)=1.698\ \mathrm{nm^2}$ and $-0.6384^2/(2\times0.6928^2)=-0.4245\ \mathrm{nm^2}$, so $S=1.2735\ \mathrm{nm^2}$. The wave vector moves at $eE/\hbar=1.5193\times10^{-3}\ \mathrm{nm^{-1}\,fs^{-1}}$. The velocity contributions are $-2580$ and $+645$ m/s, which add to

$$v_y\approx-1935\ \text{m/s}.$$

The admixtures behind this are small: $|b|$ is 0.00266 for the middle level and 0.00067 for the top level. The velocity is linear in $b$, while the probability of finding the electron in an upper state is quadratic.

*Limit: the velocity along the field.* The operator $\hbar\hat v_x=\partial H/\partial k_x$ has the diagonal entries $g\cos\theta_\nu+\hbar^2\delta/m$. Its cross terms have real elements and pick out the real part of $a_l$:

$$v_x=\frac1\hbar\left[\frac{\hbar^2\delta}{m}-\sum_l\frac{g^2\delta}{2\Delta_l}\right].$$

Second-order perturbation theory for the energy gives $\hbar^2\delta^2/2m-\sum_l(g\delta/2)^2/\Delta_l$. Its slope divided by $\hbar$ is the same expression. The motion along the field is thus the ordinary band velocity.

*Limit: a potential with inversion symmetry.* For $\phi=180^\circ$ each cosine is even about the origin. The levels are $-2V_0$, $V_0$, $V_0$, so the lowest state has equal gaps to both neighbours and $S=0$. For $\phi=-90^\circ$, the inverted copy of our potential, the lowest state is $j=1$, its $j+1$ neighbour is the top level, and $S$ changes sign. At a given corner, the crystal decides which side the electron drifts to; Entry 12 shows that the opposite corner of the same crystal gives the opposite side.

### Entry 6. What sudden switching does

If $E$ jumps from zero to a constant value at $t=0$, the term with $E(0)$ survives and $\dot E=0$ afterwards. Each $b_l$ is multiplied by $1-e^{-i\omega_lt}$. The real part taken in Entry 5 turns this into $1-\cos\omega_lt$:

$$v_y(t)=-\frac{eE}{\hbar}\frac{g^2}{2}\left[\frac{1-\cos\omega_+t}{\Delta_+^2}-\frac{1-\cos\omega_-t}{\Delta_-^2}\right].$$

The electron starts with no sideways velocity and then oscillates. Since $\Delta_-=2\Delta_+$, put $x=\omega_+t$. The two terms of $S$ are $\tfrac43S$ and $-\tfrac13S$, hence

$$\frac{v_y(t)}{-eES/\hbar}=\frac43(1-\cos x)-\frac13(1-\cos2x).$$

Its average over a period is 1. Its derivative is $\tfrac43\sin x\,(1-\cos x)$, so the maximum is at $x=\pi$ with the value $8/3$. A direct solution of the three-wave Schrödinger equation at $10^4$ V/m, run over one period $2\pi\hbar/\Delta_+=11.94$ fs, gives a mean ratio of 1.000 and a peak ratio of 2.667. The steady value is therefore the response to a slow start, or the time average after a sudden one. It is not the instantaneous velocity in every experiment.

This calculation expands about one point. It needs $g|\delta|/2\ll\Delta_+$, that is $|\delta|\ll1.1\ \mathrm{nm^{-1}}$. At $10^6$ V/m the wave vector covers that distance in about 0.7 ps. To follow the electron further, the reference state must move with it.

## Second half: any isolated band

From the first half I keep the following. The electron has charge $-e$. The periodic part $|u\rangle$ of its wave function obeys $i\hbar\partial_t|u\rangle=H(\mathbf k(t))|u\rangle$ with $\hbar\dot{\mathbf k}=-e\mathbf E$, and its velocity operator is $(1/\hbar)\partial H/\partial\mathbf k$. At the corner of the triangular lattice, with three plane waves, a slowly applied field along $x$ gave $v_y=-(eE/\hbar)S$ with $S=1.2735\ \mathrm{nm^2}$. The cause was a small imaginary admixture of the upper levels, proportional to the field.

### Entry 7. A reference state that moves

Let $|u_m(\mathbf k)\rangle$ and $\varepsilon_m(\mathbf k)$ be the orthonormal eigenvectors and energies of $H(\mathbf k)$. The electron starts in band $n$, which stays separated from all others along the path. The eigenvectors are chosen to vary smoothly.

Normalization restricts how $|u_n\rangle$ can change. Differentiating $\langle u_n|u_n\rangle=1$ gives $\langle\partial_tu_n|u_n\rangle+\langle u_n|\partial_tu_n\rangle=0$, so $\langle u_n|\partial_tu_n\rangle$ is imaginary. It can be removed along the path by the phase choice $|u_n\rangle\to e^{i\chi(t)}|u_n\rangle$ with $\dot\chi=i\langle u_n|\partial_tu_n\rangle$, which is real. I use this choice for now and drop it at the end.

Write the state as

$$|\psi\rangle=e^{-\frac i\hbar\int\varepsilon_n dt}\left[a_n|u_n\rangle+\sum_{m\neq n}b_m|u_m\rangle\right].$$

Here $|\psi\rangle$ is the periodic part, a solution of the equation for $|u\rangle$. Insert it and project on $\langle u_m|$. The derivative of the prefactor supplies $\varepsilon_n b_m$, and what is left is

$$i\hbar\,\dot b_m=(\varepsilon_m-\varepsilon_n)b_m-i\hbar\,a_n\langle u_m|\partial_tu_n\rangle-i\hbar\sum_{l\neq n}b_l\langle u_m|\partial_tu_l\rangle .$$

Each time derivative of an eigenvector equals $\dot{\mathbf k}\cdot\nabla_{\mathbf k}$ of it and is of order $E$. The $b_l$ are also of order $E$, so the last sum is of order $E^2$ and is dropped. Projecting on $\langle u_n|$ gives $\dot a_n=-\sum_mb_m\langle u_n|\partial_tu_m\rangle$, again of order $E^2$. Normalization keeps $|a_n|=1$ up to order $E^2$. A slow phase of $a_n$ can be taken out as a common factor, and I set $a_n=1$.

The remaining equation has the form met in Entry 4, with a source that now changes slowly along the path. Set $\hbar\omega_m=\varepsilon_m-\varepsilon_n$. Then

$$b_m(t)=-\int_0^t\langle u_m|\partial_{t'}u_n\rangle\,e^{-i\int_{t'}^{t}\omega_m dt''}dt'.$$

The exponential is $(1/i\omega_m)$ times its own derivative with respect to $t'$. Integration by parts gives the value at the upper end,

$$b_m=-\frac{\langle u_m|\partial_tu_n\rangle}{i\omega_m}=-\,\frac{i\hbar\,\langle u_m|\partial_tu_n\rangle}{\varepsilon_n-\varepsilon_m},$$

and two corrections. The value at the lower end vanishes if the field starts from zero. The remaining integral contains the time derivative of $\langle u_m|\partial_{t'}u_n\rangle/\omega_m$, which involves $\dot E$ and $E^2$. If, as in Entry 4, the field changes slowly and carries no oscillation near $\omega_m$, a second integration by parts shows that it contributes amounts of order $\dot E$ and $E^2$ and does not grow to first order while $\mathbf k$ crosses a finite distance. This is first-order adiabatic perturbation theory.

*Limit: back to the corner.* For real elements $\langle u_l|\partial_{k_x}H|u_n\rangle=g/2$, Entry 8 will give $\langle u_l|\partial_{k_x}u_n\rangle=-g/(2\Delta_l)$. With $\dot k_x=-eE/\hbar$ the formula yields $b_l=ieEg/(2\Delta_l^2)$, as in Entry 4.

A slowly applied field gives the electron at the zone corner a sideways velocity, and for any isolated band the first-order admixtures $b_m$ of the other bands are now known. What remains is to turn these admixtures into a general velocity formula, test it, and settle when the band energies alone are enough.
